# Why silicon's degenerate two-photon spectrum does not determine its n2

Suppose the two-photon absorption coefficient β of silicon has been measured with one tunable beam, and a designer needs the Kerr coefficient $n_2$ at 1550 nm. Putting the measured spectrum into a Kramers-Kronig integral seems to save a second experiment. In the silicon-like model worked out below this gives $3.06\times10^{-14}$ cm²/W, where the model's true value is $3.55\times10^{-14}$. Nothing in the answer looks wrong. Yet a second model with the same two-photon spectrum has an $n_2$ more than a third larger than the first, and the integral cannot tell them apart.

## The belief and its appeal

The belief runs as follows. Absorption and refraction are the imaginary and real parts of one causal response. In linear optics the absorption spectrum therefore fixes the index. Two-photon absorption and the Kerr index are likewise the imaginary and real parts of one susceptibility, so $\beta(\omega)$ should fix $n_2(\omega)$.

The first two sentences are sound. The conclusion fails because causality speaks about a response to one field while everything else stays fixed. Tuning a single beam changes both the field that is probed and the field that prepares the crystal.

## What causality does give

Let a steady pump at frequency $\Omega$ and intensity $I$ illuminate the crystal, and add a probe at $\omega$ so weak that only terms linear in it matter. The pumped crystal is then a linear system for the probe. Averaged over the pump phase, which selects the response at the probe's own frequency, the pump-induced polarization is

$$\Delta P(t)=\varepsilon_0\int_0^\infty K(\tau)E_p(t-\tau)\,d\tau,\qquad \Delta\chi(\omega;\Omega)=\int_0^\infty K(\tau)e^{i\omega\tau}d\tau .$$

Fields vary as $e^{-i\omega t}$. For ${\rm Im}\,\omega>0$ the exponential decays, so $\Delta\chi$ is analytic in the upper half of the $\omega$ plane, provided the pumped state is stable. Assume also that $\Delta\chi$ vanishes at large $|\omega|$ and has no pole at $\omega=0$.

Integrate $\Delta\chi(\omega')/(\omega'-\omega)$ along the real axis, past the pole on a small upper semicircle, and back along a large one. The enclosed region has no singularity and the large arc contributes nothing. The small semicircle, run clockwise, contributes $-i\pi\Delta\chi(\omega)$. Hence

$$P\!\!\int_{-\infty}^{\infty}\frac{\Delta\chi(\omega')}{\omega'-\omega}d\omega'=i\pi\Delta\chi(\omega).$$

The imaginary part of this equation gives ${\rm Re}\,\Delta\chi$. Since $K$ is real, ${\rm Im}\,\Delta\chi$ is odd, and adding the contributions of $\omega'$ and $-\omega'$ gives

$${\rm Re}\,\Delta\chi(\omega)=\frac{2}{\pi}P\!\!\int_0^\infty\frac{\omega'\,{\rm Im}\,\Delta\chi(\omega')}{\omega'^2-\omega^2}d\omega'. \tag{1}$$

With a constant linear index $n_0$, $\Delta n={\rm Re}\,\Delta\chi/2n_0$ and $\Delta\alpha=\omega\,{\rm Im}\,\Delta\chi/(n_0c)$. The two-beam coefficients are defined by $\Delta n=2n_2I$ and $\Delta\alpha=2\beta I$. So ${\rm Re}\,\Delta\chi=4n_0n_2I$ and $\omega'{\rm Im}\,\Delta\chi=2n_0c\beta I$, and (1) becomes

$$n_2(\omega;\Omega)=\frac{c}{\pi}P\!\!\int_0^\infty\frac{\beta(\omega';\Omega)}{\omega'^2-\omega^2}d\omega'. \tag{2}$$

The pump frequency is the same on both sides. The one-beam coefficient follows by setting $\omega=\Omega$ after the integral is done. The factor 2 in the definitions makes this work: three distinct fields can act in six orders, but when two of them are the same field only three orders are distinct, so a single beam has $\Delta n=n_2I$.

Here β is the whole pump-induced change of absorption. It includes two-photon absorption, Raman-type processes, and the shift and weakening of one-photon lines. Some of these are negative.

If the linear index $\tilde n(\omega)$ disperses, the causal quantity is $\Delta\tilde n=\Delta\chi/2\tilde n$. It stays analytic if $\tilde n$ has no zeros in the upper half plane, which holds for the oscillator index used below.

## Where the one-beam spectrum breaks the rule

Take a ground state $g$, an odd state $e$ at energy $\omega_e$ and an even state $f$ at $\varepsilon$, with $\hbar=1$ and dipoles $\mu_{ge}=1$, $\mu_{ef}=m$. The excited states decay to $g$. For every element except $\rho_{gg}$, which follows from the fixed trace, the equation of motion is

$$\dot\rho_{jk}=-(i\omega_{jk}+\gamma_{jk})\rho_{jk}+i[\mu,\rho]_{jk}E(t).$$

Let fields of frequency $u_1,u_2,u_3$ act in that order. After the $n$th action $\rho$ oscillates at the partial sum $w_n=u_1+\dots+u_n$. Replacing $\dot\rho$ by $-iw_n\rho$ gives, per unit field,

$$\rho^{(n)}_{jk}=\frac{[\mu,\rho^{(n-1)}]_{jk}}{\omega_{jk}-w_n-i\gamma_{jk}} . \tag{3}$$

Every pole lies at $w_n=\omega_{jk}-i\gamma_{jk}$, in the lower half plane of the partial sum. This holds for any number of levels with such damping.

With a fixed pump the fields are $\omega,\Omega,-\Omega$. Each partial sum contains $\omega$ with coefficient 0 or $+1$, so all poles in $\omega$ lie below the real axis, as causality demands.

With one beam the fields are $\omega,\omega,-\omega$. If $-\omega$ acts second or third, the partial sums are $\omega$, then 0 or $2\omega$, then $\omega$. These orders obey Kramers-Kronig by themselves. If $-\omega$ acts first, the first partial sum is $-\omega$, and the pole condition $-\omega=\omega_{jk}-i\gamma_{jk}$ puts a pole at $\omega=-\omega_{jk}+i\gamma_{jk}$, above the axis. These poles sit at the one-photon resonances.

The two-photon denominators $\varepsilon-2\omega-i\gamma_f$ are harmless. That is part of the temptation: the visible two-photon band behaves like an ordinary absorption line.

The error can be stated in closed form. Write the one-beam response as $\chi_++\chi_-$, where $\chi_-$ carries the upper poles. For $\chi_+$ the contour closes above and ${\rm Re}\,\chi_+$ is recovered. For $\chi_-$ it must close below, which reverses the sign. The transform therefore returns

$${\rm Re}\,\chi_+-{\rm Re}\,\chi_-={\rm Re}\,\chi-2\,{\rm Re}\,\chi_- . \tag{4}$$

## How large the error is

The states $g$ and $e$ alone give the leading size. Let $\gamma$ be the $g$–$e$ damping and $2\gamma$ the population decay rate. To first order (3) gives $\rho_{eg}=a$ and $\rho_{ge}=b$, with

$$a=\frac1{\omega_e-u_1-i\gamma},\qquad b=\frac{1}{\omega_e+u_1+i\gamma}.$$

The excited population has source $[\mu,\rho]_{ee}=b-a$ and denominator $-w_2-2i\gamma$, so $\rho_{ee}=(a-b)/(w_2+2i\gamma)$ and $\rho_{gg}=-\rho_{ee}$. The third action drives $\rho_{eg}$ with source $\rho_{gg}-\rho_{ee}=-2\rho_{ee}$.

Now let $-\omega$ act first and $+\omega$ second, so $w_2=0$. With $\omega_p=\omega_e+i\gamma$, $b=1/(\omega_e-\omega+i\gamma)=-1/(\omega-\omega_p)$. The singular part of the population is $\rho_{ee}\to1/[2i\gamma(\omega-\omega_p)]$. At the pole the last denominator is $\omega_e-\omega_p-i\gamma=-2i\gamma$. The other coherence, $\rho_{ge}$, has a last denominator near $2\omega_e$ and is neglected. The product is

$$-2\cdot\frac{1}{2i\gamma}\cdot\frac{1}{-2i\gamma}\cdot\frac{1}{\omega-\omega_p}=-\frac{1}{2\gamma^2}\,\frac{1}{\omega-\omega_p}.$$

The two equal fields $+\omega$ can be exchanged, which doubles this. Reality of the response adds a mirror pole near $-\omega_e$ with opposite residue. Far from resonance,

$$-2\,{\rm Re}\,\chi_-\simeq-\frac{2}{\gamma^2}\left[\frac1{\omega_e-\omega}+\frac1{\omega_e+\omega}\right]=-\frac{4\omega_e}{\gamma^2(\omega_e^2-\omega^2)} . \tag{5}$$

This is saturation. When the single beam is tuned through the one-photon line it bleaches that line, and the transform reads the bleaching as a property of the transparent region. With a fixed pump at 0.8 eV the line is never pumped on resonance.

## A silicon-like case

The model follows the phonon-assisted route in silicon. State $e$, at 4.0 eV, stands for the direct transitions. The states $f$ form a continuum of electron-hole pairs starting at the indirect gap, 1.12 eV, and 3.0 eV wide. The phonon is folded into the $e$–$f$ coupling, whose strength $m^2$ per unit energy is

$$S(\varepsilon)=M\,\frac{30\,y^2(1-y)^2}{3.0\ \text{eV}},\qquad y=\frac{\varepsilon-1.12\ \text{eV}}{3.0\ \text{eV}} .$$

Its quadratic onset is that of two three-dimensional parabolic bands when a phonon frees the pair from momentum conservation. The dampings are 10 meV for $g$–$e$, 20 meV for $g$–$f$ and their sum for $e$–$f$. The linear index is 3.48 at 1550 nm (0.7999 eV), and $M=7.86$ makes $\beta=0.70$ cm/GW there. These inputs are rough. The value of $n_2$ is an output. The continuum is represented by levels 20 meV apart; a finer spacing lowers $n_2$ at 1550 nm by 0.4 % at the same β.

Let $R$ be the sum of the third-order dipole over all six orders, in eV⁻³, $N=2.0\times10^{23}$ cm⁻³ the density of oscillators, $G=N\mu^2/\varepsilon_0=21.33$ eV and $\ell=\mu/e=0.0768$ nm. A pump amplitude $A$, with $I=2n_0\varepsilon_0c|A|^2$, gives $\Delta\chi=G\ell^2R|A|^2$. Dividing ${\rm Re}\,\Delta\chi=4n_0n_2I$ by $4n_0I$,

$$n_2=\frac{G\ell^2}{8n_0^2\varepsilon_0c}\,{\rm Re}\,R=0.489\times10^{-14}\ \frac{\text{cm}^2}{\text{W}}\,\text{eV}^3\times{\rm Re}\,R .$$

The results, in $10^{-14}$ cm²/W, are:

| Photon energy | direct | fixed pump, (2) | one beam, to 2.1 eV | one beam, complete |
|---|---|---|---|---|
| 0.599 eV | 2.84 | 2.84 | 2.36 | −5000 |
| 0.800 eV | 3.55 | 3.55 | 3.06 | −5091 |
| 0.998 eV | 3.56 | 3.56 | 3.05 | −5212 |

"Direct" means the real part of the response, computed without any transform. In a further test with the pump at 0.80 eV and five probe energies from 0.32 to 1.92 eV, the largest error of the fixed-pump transform was $1.6\times10^{-5}$ of the largest direct value.

The last column is what (5) predicts. At 0.80 eV,

$$-\frac{4(4.0)}{(0.010)^2(16.0-0.64)}=-1.04\times10^4\ \text{eV}^{-3},$$

and multiplication by 0.489 gives −5090. Halving $\gamma$ multiplied the error term by 3.999, while the true $n_2$ moved by 0.04 %. The complete one-beam spectrum thus gives a worse answer than the two-photon band alone, and one that diverges as the line sharpens.

## Why the band alone looks reasonable

The 3.06 needs its own explanation, since a measured two-photon spectrum resembles this truncated case. For weak damping, the part of $R$ that passes through $f$ follows from the fourth-order energy shift $U$ of the driven ground state. Since $dU=-\langle P\,dE\rangle$, the probe polarization is $-\partial U/\partial A_p^*$, so $R$ is minus the coefficient of $|A_p|^2|A|^2$ in $U$.

Two field actions $u,v$ reach $f$ through $e$ in either order, with amplitude

$$T(u,v)=\frac1{\omega_e-u}+\frac1{\omega_e-v},$$

and lower the energy by the squared amplitude divided by $\varepsilon-u-v$. The pairs that contain one probe and one pump action are $(\omega,\Omega)$, $(-\omega,-\Omega)$, $(\omega,-\Omega)$ and $(-\omega,\Omega)$. The pairs $(\omega,-\omega)$ and $(\Omega,-\Omega)$ both drive $f$ at zero frequency, so their amplitudes add before squaring and leave a cross term with factor 2. Setting $\Omega=\omega$ turns the last two mixed pairs and the cross term into $1+1+2=4$ equal terms:

$$R_f=\int S(\varepsilon)\left[\frac{T(\omega,\omega)^2}{\varepsilon-2\omega}+\frac{T(-\omega,-\omega)^2}{\varepsilon+2\omega}+\frac{4\,T(\omega,-\omega)^2}{\varepsilon}\right]d\varepsilon. \tag{6}$$

Damping gives the first denominator a small $-i0$, and the imaginary part of its inverse is $\pi\delta(\varepsilon-2\omega)$. The two-photon absorption is then

$${\rm Im}\,R=\pi S(2\omega)\,\frac{4}{(\omega_e-\omega)^2}. \tag{7}$$

With two beams the same step gives $\pi S(\omega+\Omega)\,T(\omega,\Omega)^2$. At $\omega=0.8$ eV and $\Omega=0.7$ eV, with dampings of 1 and 2 meV, this was 0.9988 of the density-matrix result for the part that passes through $f$.

Now transform (7) as the belief prescribes. Put $\omega'=\varepsilon/2$ in (1), so that $\omega'd\omega'=\varepsilon\,d\varepsilon/4$ and $\omega'^2-\omega^2=(\varepsilon^2-4\omega^2)/4$. Using $2\varepsilon/(\varepsilon^2-4\omega^2)=1/(\varepsilon-2\omega)+1/(\varepsilon+2\omega)$,

$$R_{\rm band}=P\!\!\int S(\varepsilon)\,\frac{4}{(\omega_e-\varepsilon/2)^2}\left[\frac1{\varepsilon-2\omega}+\frac1{\varepsilon+2\omega}\right]d\varepsilon . \tag{8}$$

Compared with $R_f$, two things have gone wrong. The third term of (6), in which $f$ is driven at zero frequency, is missing: it gives refraction but no one-beam absorption. And the intermediate-state factor is taken at $\varepsilon/2$ instead of at the working frequency. For pair energies above $2\omega$ this factor is too large, which offsets part of the loss. Without this compensation the 3.06 would be lower still, and further from the true value. In the units of the table, (8) gives about 3.1, the first two terms of (6) give 2.15, and all of (6) gives 3.82. With the dampings and level spacing of the model the part through $f$ is 3.76. The true value, 3.55, lies below this because the states $g$ and $e$ alone contribute −0.21.

A limit removes the compensation. If $\omega_e$ is far above all other energies, every $T$ tends to $2/\omega_e$. For $\omega\to0$ the integrand of (6) then becomes $S(\varepsilon)\,(4/\omega_e^2)\,(6/\varepsilon)$, while that of (8) becomes $S(\varepsilon)\,(4/\omega_e^2)\,(2/\varepsilon)$. The transform returns one third of $R_f$.

## Same absorption, different index

Equation (7) shows that the one-beam spectrum measures only the combination $S(2\omega)/(\omega_e-\omega)^2$. Move $e$ from 4 to 8 eV, keep the electron density and the linear index at 1550 nm fixed, and multiply $S(\varepsilon)$ by $[(8-\varepsilon/2)/(4-\varepsilon/2)]^2$, with energies in eV, and by a constant that allows for the changed dipole. The two-photon spectrum (7) is unchanged. The terms in (6) are not, because their amplitudes depend on $\omega_e$ in other ways.

With weak damping (1 and 4 meV), the two systems at 1550 nm have β of 0.689 and 0.690 cm/GW, but $n_2$ of 3.60 and 4.91 in units of $10^{-14}$ cm²/W. At 0.75 and 0.95 eV their β also agree within 0.5 %, and their $n_2$ again differ by more than a third. These values use the constant index 3.48 for both systems. With each system's own dispersing index, β of the second is higher by 1.2 % at 0.95 eV and 8 % at 1.5 eV. Absorbing that factor into $S$ lowers $S$ by less than a fifth anywhere in the band, less than the difference in $n_2$. No formula whose input is the degenerate two-photon spectrum alone can give both values.

The second system is a counterexample within the model, not a proposed material. At the fixed electron density its $g$–$e$ line carries about 2.6 times the oscillator strength that the sum rule allows one electron. Tripling the density removes this excess and, at the same β, changes its $n_2$ by less than 2 %.

## The valid transform can also be misused

Equation (2) needs the complete fixed-pump spectrum. At 1550 nm the integral reaches 0.71 when cut at 1.12 eV, 2.68 at 2.1 eV and about 6.5 at 3.5 eV, before settling at 3.55, all in $10^{-14}$ cm²/W. The range above 3.5 eV thus contributes about −2.9. It contains the 4 eV resonance, which the pump broadens and shifts, mainly by coupling $e$ to the pair continuum: absorption falls at the line centre and rises in the wings. The states $g$ and $e$ alone supply only −0.2 of this. A pump-probe measurement confined to the transparent region therefore does not supply $n_2$ by itself. It needs a model for the rest, or a direct measurement of $n_2$ at one probe frequency with the same pump. That fixes the remainder approximately, since it varies slowly for probe frequencies well below the cut. Closer to the cut it does not: with the cut at 1.12 eV and the pump at 0.80 eV, the remainder is 2.47 at 0.60 eV, 2.84 at 0.80 eV and 3.63 at 1.00 eV, in the same units. The direct measurement should then be made close to the probe frequency of interest.

## How close this is to silicon

Near 1550 nm silicon has an $n_2$ of a few $10^{-14}$ cm²/W and a β somewhat below 1 cm/GW, so the model has the right scale. It is not a band-structure calculation. Silicon's direct absorption is a broad band, not a 10 meV line, and the −5091 is no property of the material: with 100 meV, (5) would give about −51. The model also leaves out two-photon transitions across the direct gap, which need no phonon and also contribute to $n_2$. The right scale is therefore no evidence that the phonon-assisted route alone causes silicon's $n_2$. One-photon indirect absorption, local fields and crystal axes are missing too, so the model says nothing about dependence on polarization.

Other omissions can be sized. A 0.06 eV phonon at 300 K changes the edge factor $(2\omega-E_g)^2$, with $E_g$ the gap, by −19 %. If the whole strength $S$ is shifted by the phonon energy in the same way and refitted to the same β, $M$ rises by about 18 % and $n_2$ by about 17 %. The Raman-active lattice vibration, with a rough gain of 20 cm/GW, adds about $0.16\times10^{-14}$ cm²/W, or 4 %. This is for pump and probe both polarized along [011]. Half of it then comes from the vibration driven at the pump-probe difference frequency, and half from the static displacement caused by the pump. Damping tails supply 1.5 % of β at the 20 meV level spacing and 1.8 % for a fine continuum.

The model also assumes that no real carriers accumulate. At 1 GW/cm² the Kerr index change is $3.55\times10^{-5}$. In a Drude estimate with a rough reduced electron-hole conductivity mass of 0.16 electron masses, carriers left by a 1 ps pulse change the index by $-5.3\times10^{-6}$, or 15 % of the Kerr term with opposite sign. Empirical relations for silicon, extrapolated to this low carrier density, give several times as much. The carrier term grows as $I^2$ times the pulse length, the Kerr term as $I$. With the Drude value they cancel at this intensity after $1/0.15\approx7$ ps if no carriers are lost, and sooner if the carriers act more strongly. This time varies as $1/I$. An index change measured with one beam can be read as $n_2I$ only when the carrier term is small.

The remaining values are in the numerical output below.

## Computed results

```
photon energy at 1550 nm: 0.7999 eV
inputs: gap 1.12 eV, e level 4.0 eV, f band width 3.0 eV, n 3.48
inputs: damping ge 10 meV, gf 20 meV
input electron density: 2.0e+23 cm^-3
linear coupling G: 21.33 eV; g-e dipole length: 0.0768 nm
n2 per unit R: 0.4889 (1e-14 cm2/W) eV^3
fitted total e-f strength relative to g-e: 7.86
time integration R: 61.791 +30.331i (test units)
closed form R:      62.300 +30.579i (test units)
largest fixed-pump KK error, five probes: 1.6e-05 (relative)
n2 in 1e-14 cm2/W, beta in cm/GW, at photon energy in eV:
 E 0.5987: beta 0.039, direct n2 2.837, fixed-pump KK 2.837
   degenerate KK to 2.1 eV 2.363, complete -5000
 E 0.7999: beta 0.700, direct n2 3.551, fixed-pump KK 3.551
   degenerate KK to 2.1 eV 3.061, complete -5091
 E 0.9979: beta 2.281, direct n2 3.557, fixed-pump KK 3.557
   degenerate KK to 2.1 eV 3.045, complete -5212
KK integrals at 1550 nm by upper limit (n2, 1e-14 cm2/W):
 to  1.12 eV: fixed pump 0.713, degenerate 1.271
 to  2.10 eV: fixed pump 2.675, degenerate 3.061
 to  3.50 eV: fixed pump 6.477, degenerate 3.071
 to 25.00 eV: fixed pump 3.551, degenerate -5090.912
growth of degenerate KK error when ge is halved: 3.999
change of true n2 when ge is halved: 0.040 %
golden rule / full response, weak damping: 0.9988
twin systems A (e at 4 eV) and B (e at 8 eV), weak damping:
 E 0.7500 eV: beta A 0.427, B 0.428 cm/GW; n2 A 3.459, B 4.769 1e-14 cm2/W
 E 0.7999 eV: beta A 0.689, B 0.690 cm/GW; n2 A 3.598, B 4.907 1e-14 cm2/W
 E 0.9500 eV: beta A 1.838, B 1.839 cm/GW; n2 A 3.701, B 5.009 1e-14 cm2/W
part of beta due to damping tails: 1.5 %
phonon energy 0.06 eV at 300 K changes edge factor by -19.0 %
Raman mode (gain 20 cm/GW, width 0.1 THz, shift 15.6 THz): n2 0.079 1e-14 cm2/W
pulse 1 GW/cm2, 1 ps, carrier mass 0.16 m_e: carriers 2.73e+15 cm^-3
index change: Kerr 3.55e-05, free carriers -5.28e-06
linear index of model at 0.6 and 1.0 eV: 3.451, 3.518
```
